# Same-pointing MoS2 triangles need not share a crystal orientation

**The argument under review.** An oxide wafer carries isolated monolayer MoS2 triangles, and a micrograph shows them all pointing the same way. The argument runs as follows. The lattice has threefold symmetry, so it has two distinct orientations 60° apart on an aligning substrate. Turning a triangle by 60° reverses its pointing. No reversed triangles are seen, so all islands have one orientation and will merge without rotational boundaries.

**Assessment.** The first two steps hold if the substrate allows one lattice orientation and its 60° twin and no others, as is assumed here. The conclusion needs a further premise, that all the islands are bounded by the same kind of edge. A triangle can also reverse its pointing by exchanging one edge type for the other while its lattice stays still. If one island differs from another in both lattice and edge type, the two reversals cancel and the outlines agree.

## What fixes the orientation

Take the 1H monolayer seen from above. Each Mo atom has three neighbouring sulfur columns, a column being two S atoms stacked one above the other. Let \(\mathbf u_1,\mathbf u_2,\mathbf u_3\) be the unit vectors from a Mo atom to these columns. They lie 120° apart, so

\[
\mathbf u_1+\mathbf u_2+\mathbf u_3=0,\qquad \mathbf u_i\cdot\mathbf u_j=-\tfrac12\quad(i\ne j).
\]

The projected bond length is \(d=a/\sqrt3\), with \(a\) the lattice constant.

A 120° turn permutes the three vectors and restores the lattice. A 60° turn, or equally a 180° turn, replaces the set \(\{\mathbf u_i\}\) by \(\{-\mathbf u_i\}\). No translation can undo this, because a translation leaves every Mo→S vector unchanged. The two lattices are therefore distinct, and they are called twins below.

## Which edge faces which way

Cut the crystal by a straight line with outward normal \(\mathbf n\), keep what lies inside, and remove any atom or column left with fewer than two in-plane neighbours.

First let \(\mathbf n=\mathbf u_1\). Measure heights along \(\mathbf n\) from some Mo row. The sulfur neighbours of a Mo atom in that row lie at heights

\[
d\,\mathbf n\cdot\mathbf u_1=d,\qquad d\,\mathbf n\cdot\mathbf u_2=d\,\mathbf n\cdot\mathbf u_3=-\tfrac d2 .
\]

The next Mo row is at \(3d/2\). There are two cases.

- If the cut falls between \(0\) and \(d\), the outermost atoms are Mo. Each has lost its outward sulfur column and kept two.
- If it falls between \(d\) and \(3d/2\), the outermost columns are sulfur, each held by one Mo. They are removed, and the same Mo row is exposed.

Now let \(\mathbf n=-\mathbf u_1\). The sulfur heights change sign and become \(-d,\ d/2,\ d/2\).

- If the cut falls between \(d/2\) and \(3d/2\), the outermost columns are sulfur at \(d/2\). Each keeps two Mo neighbours at height \(0\) and has lost the third, at \(3d/2\).
- If it falls between \(0\) and \(d/2\), the outermost Mo atoms hold one sulfur column each. They are removed, and the sulfur row at \(-d\) is exposed.

Hence, for zigzag edges,

\[
\mathbf n_{\rm Mo}=+\mathbf u_i,\qquad \mathbf n_{\rm S}=-\mathbf u_i .
\]

The second case for \(\mathbf n=\mathbf u_1\) carries a warning. Before the weakly held columns are removed, a Mo edge can have sulfur outermost. For cuts spread evenly over one row spacing, this happens in a share \((d/2)/(3d/2)=1/3\) of the Mo edges. Of 72 atom-by-atom cuts at random positions, covering both lattices and all six normals, 36 made Mo edges, and 10 of these had sulfur outermost before the removal. A sulfur-rich vapour may leave such sulfur in place. Here "Mo edge" means an edge whose normal is along \(+\mathbf u_i\), whatever is attached to it. The safe way to label an edge in an atomic image is to read the Mo→S direction in the interior and compare it with the normal.

## From edges to corners

Let a triangle have outward normals \(\mathbf n_1,\mathbf n_2,\mathbf n_3\), 120° apart, and let each edge lie at distance \(h\) from the centre. The corner where edges 1 and 2 meet is \(\mathbf r=-2h\,\mathbf n_3\), since

\[
\mathbf n_1\cdot\mathbf r=-2h\left(-\tfrac12\right)=h,\qquad
\mathbf n_2\cdot\mathbf r=-2h\left(-\tfrac12\right)=h .
\]

Corners thus point opposite to the edge normals:

\[
\text{S triangle: corners along }+\mathbf u_i,\qquad
\text{Mo triangle: corners along }-\mathbf u_i .
\]

For one lattice orientation the two triangles point oppositely. For one pointing direction, equal edge types mean equal lattices, and unequal edge types mean twins.

An atomistic pair shows this. Both triangles have a corner at 90° and edges 3 nm from the centre. The counts below are for one position of the centre in the unit cell for each lattice. Moving the centre can add or remove a row of atoms, but it does not change which species dominates the edges.

- With the lattice at 0° (one \(\mathbf u_i\) at 90°), the flake has 496 Mo atoms and 525 S columns. Its two-neighbour edge sites are 90 S columns and 3 Mo atoms.
- With the lattice at 60°, it has 525 Mo atoms and 496 S columns. The edge sites are 90 Mo atoms and 3 S columns.

The three minority sites belong to the corners. A corner Mo atom of a Mo triangle lies on two edges, so it lacks two sulfur columns and is removed. The column that held it is left with two neighbours. The same happens in the S triangle with the species exchanged.

## Can one island do both?

The objection would have little force if each material had one fixed edge type. The following growth model shows how the type can change. Edges are straight, each type advances at a uniform velocity, and the island stays convex. Only the two zigzag types are allowed: edges of intermediate direction are assumed to advance fast enough never to appear. An armchair normal is \((\mathbf n_{\rm Mo}+\mathbf n_{\rm S})/\sqrt3\) for adjoining edges, so armchair edges stay absent if their velocity is at least \((v_{\rm Mo}+v_{\rm S})/\sqrt3\), where \(v_{\rm Mo}\) and \(v_{\rm S}\) are the two zigzag velocities. The velocities are inputs; the model does not say which vapour composition favours which edge.

Let the Mo edges lie at distance \(h_{\rm Mo}\) from the centre and the S edges at \(h_{\rm S}\). Points on the Mo edge with normal \(\mathbf u_1\) are \(\mathbf r=h_{\rm Mo}\mathbf u_1+s\,\mathbf t\), where \(\mathbf t\) is a unit vector along the edge. The adjoining S edge has a normal 60° away, \(\tfrac12\mathbf u_1+\tfrac{\sqrt3}{2}\mathbf t\), so the point lies inside it if

\[
\tfrac12h_{\rm Mo}+\tfrac{\sqrt3}{2}s\le h_{\rm S}
\quad\Longrightarrow\quad
s\le\frac{2h_{\rm S}-h_{\rm Mo}}{\sqrt3}.
\]

The other end gives the same limit on \(-s\). The edge length is twice this limit, and exchanging the labels gives the other family:

\[
L_{\rm Mo}=\frac{2}{\sqrt3}(2h_{\rm S}-h_{\rm Mo}),\qquad
L_{\rm S}=\frac{2}{\sqrt3}(2h_{\rm Mo}-h_{\rm S}).
\]

These hold while both are non-negative. A family disappears when its distance reaches twice the other; it is then a point at a corner, and its distance stays at that of the corner.

For steady growth from a point, \(h=vt\) for each family. The Mo edges vanish if \(v_{\rm Mo}\ge2v_{\rm S}\), which leaves an S triangle: the fast edges grow themselves out. At \(v_{\rm Mo}/v_{\rm S}=1.5\) the triangle is truncated, with

\[
\frac{L_{\rm Mo}}{L_{\rm S}}=\frac{2-1.5}{3-1}=0.25 .
\]

At equal velocities the island is a regular hexagon and has no pointing.

Now let an S triangle with edge distance \(h_0\) meet new conditions in which the S edges are the fast ones. Its corners lie at \(2h_0\), so the Mo edges reappear there with zero length. From that moment

\[
h_{\rm S}=h_0+v_{\rm S}t,\qquad h_{\rm Mo}=2h_0+v_{\rm Mo}t .
\]

The island is a regular hexagon when the distances agree:

\[
h_0+v_{\rm S}t=2h_0+v_{\rm Mo}t
\quad\Longrightarrow\quad
t_{\rm hex}=\frac{h_0}{v_{\rm S}-v_{\rm Mo}} .
\]

It is a full Mo triangle when \(h_{\rm S}=2h_{\rm Mo}\):

\[
h_0+v_{\rm S}t=4h_0+2v_{\rm Mo}t
\quad\Longrightarrow\quad
t_{\rm rev}=\frac{3h_0}{v_{\rm S}-2v_{\rm Mo}} .
\]

The second time is finite only for \(v_{\rm S}>2v_{\rm Mo}\). At \(v_{\rm S}=2v_{\rm Mo}\) the difference \(2h_{\rm Mo}-h_{\rm S}\) stays at \(3h_0\), so the S edges keep the length \(2\sqrt3\,h_0\) of the original triangle's side. The outline still approaches a reversed triangle in proportion, because the Mo edges continue to lengthen.

Take velocities of 5 and 15 nm/s. The S edges are slow for the first 100 s, and the velocities are then exchanged. The first stage gives \(h_0=5\times100=500\) nm and a side of \(2\sqrt3\times500=1732\) nm, with a corner at 90°. After the exchange,

\[
t_{\rm hex}=\frac{500}{15-5}=50\ \text{s},\qquad
t_{\rm rev}=\frac{3\times500}{15-10}=300\ \text{s}.
\]

The hexagon has a side of 1443 nm. At 300 s the Mo edges lie at \(1000+5\times300=2500\) nm, and the side is \(2\sqrt3\times2500=8660\) nm. The corners are now at 30° and its 120° repeats, which is the opposite pointing. A stepwise growth calculation, which advances the outline every 0.5 s without using the formula for \(t_{\rm rev}\), also gives 300 s. The lattice has not turned at any time. These times assume armchair edges faster than \(20/\sqrt3=11.5\) nm/s. At 10 nm/s armchair facets appear on the way and the reversal takes about 650 s. Below \(\sqrt3\times5=8.7\) nm/s no full triangle forms.

## How much does pointing tell?

Let \(w\) be the fraction of islands with the twin lattice and \(m\) the fraction with Mo edges. Assume that the two properties are independent and that all islands are full triangles. Call "up" the pointing of an S triangle on the main lattice. An island points up if it has neither change or both:

\[
P({\rm up})=(1-w)(1-m)+wm .
\]

It points down if it has one change, with probability \((1-w)m+w(1-m)\). The twin share among up triangles, and the main-lattice share among down triangles, are therefore

\[
T_{\rm up}=\frac{wm}{wm+(1-w)(1-m)},\qquad
G_{\rm down}=\frac{(1-w)m}{(1-w)m+w(1-m)} .
\]

At \(m=0\), with \(0<w<1\), both shares vanish, and the reviewed argument is right. At \(m=\tfrac12\) the factors of one half cancel, leaving \(T_{\rm up}=w\) and \(G_{\rm down}=1-w\). Pointing then carries no information about the lattice.

For numbers, suppose that small nuclei equilibrate between the two lattices on the oxide, with an energy difference \(\Delta E=0.20\) eV at 1100 K. Here \(k_{\rm B}T=0.0948\) eV, and

\[
w=\frac{1}{1+e^{\Delta E/k_{\rm B}T}}=\frac{1}{1+e^{2.11}}=0.108 .
\]

With \(m=0.1\),

\[
T_{\rm up}=\frac{0.0108}{0.0108+0.803}=0.013,\qquad G_{\rm down}=0.478 .
\]

The majority pointing is then a good, though imperfect, sign of the main lattice. The minority pointing is a poor sign of a twin: nearly half of those triangles have the main lattice, and counting them all as misoriented would be wrong. With \(m=0.5\) the twin share among up triangles rises to 0.108, the same as in the whole population.

These two examples do not describe the micrograph under review. They put 19% and 50% of the triangles pointing down, so a large sample would show reversed triangles. Under independence, \(P({\rm down})=0\) requires \(w=m=0\) or \(w=m=1\), and all islands then share one lattice. In a finite sample the chance that all islands point up and yet include both lattices is small under independence: at most 0.007 for 20 islands and 0.0014 for 100, whatever \(w\) and \(m\). Beyond such chance, twins can hide among many islands that all point the same way only if edge type is correlated with lattice, so that the twins, and only they, have the other edge type. A uniform picture of many islands therefore supports a single orientation, unless such a correlation exists.

## Measurements that would settle it

Second-harmonic light can separate the twins, but not through the intensity of each island alone. At normal incidence, the field emitted parallel to the incident polarization angle \(\varphi\) is cubic in \(\cos\varphi\) and \(\sin\varphi\), so it contains angular harmonics 1 and 3. Threefold symmetry removes the first. The mirror plane containing a bond at angle \(\varphi_u\) removes the part odd about that bond. What remains is

\[
E(\varphi)=E_0\cos3(\varphi-\varphi_u).
\]

A 60° turn shifts the argument by 180° and reverses the field, while \(E^2\) is unchanged. The sign shows in interference. If the fields of two twins are superposed, each with half the single-crystal amplitude and with no other phase difference, they cancel. With a further misalignment \(\varepsilon\), the largest intensity relative to a single crystal is \(\sin^2(3\varepsilon/2)\), which is 0.0007 for 1°. For matching islands under one focused spot, this cancellation holds in directions perpendicular to the line joining them, which include the optical axis, provided that the two lit outlines are mirror images. This requires the joining line to be parallel to an edge and the spot to be centred between the islands. Otherwise the cancellation is incomplete. As a scalar example, take triangles with edges 0.3 µm from the centre, with centres 1.1 µm apart along a corner direction, under a Gaussian spot of radius 0.5 µm. They leave 3% on the axis, relative to the same pair with equal lattices. In other directions the two paths differ in length, and in this example a lens of numerical aperture 0.7 at a harmonic wavelength of 0.4 µm collects about as much light from twins as from equal lattices. Comparing each island in turn with a common reference beam avoids this difficulty, provided that the relative phase of the reference stays fixed from one island to the next. A drift of 180° would make one lattice look like its twin, and at a relative phase of 90° the two give equal intensities.

Diffraction needs similar care. Let \(f_{\rm Mo}\) and \(f_{\rm S}\) be the scattering amplitudes of a Mo atom and an S column, \(\eta\) their relative phase, and \(\mathbf d=d\,\mathbf u_1\). In single scattering, the intensity per cell is

\[
I(\mathbf q)=\left|f_{\rm Mo}e^{i\eta}+f_{\rm S}e^{-i\mathbf q\cdot\mathbf d}\right|^2
=f_{\rm Mo}^2+f_{\rm S}^2+2f_{\rm Mo}f_{\rm S}\cos(\eta+\mathbf q\cdot\mathbf d).
\]

For \(\eta=0\) the spots at \(\mathbf q\) and \(-\mathbf q\) are equal, and the twins give the same pattern. With model amplitudes 1.0 and 0.6 and \(\eta=0.2\) rad, two opposite first-order spots have intensities 0.978 and 0.565, and the twin exchanges them. These are not values for MoS2 at a particular beam energy. In single scattering, it is the relative phase that makes these two spots differ. Multiple scattering can also make them differ.

## Bearing on growth on sapphire

Temperatures near 1000 K and micrometre-sized islands grown in minutes are in the rough range of vapour growth of MoS2 on sapphire. The abrupt exchange of velocities and the value of \(\Delta E\) are chosen, so the times and fractions are illustrations and not predictions for a reactor. The assumption of equilibrated nuclei may fail, since steps and defects can select an orientation. Even within the model, \(\Delta E\) of 0.15 or 0.25 eV changes \(w\) to 0.170 or 0.067. Real edge velocities also drift. A slow velocity 10% higher after the exchange lengthens the reversal from 300 to 375 s, because the denominator \(v_{\rm S}-2v_{\rm Mo}\) is a small difference. If the middle of each edge of the first triangle lagged by 10% of \(h_0\), it would sag by 50 nm, a mean tilt of 3.3° over half the side. That bends the outline but is far from the 60° at issue.

## Recommendation

The claim of a single orientation should be made conditional on a common edge type. Similar supply conditions over the wafer and throughout growth make that premise plausible, but they do not establish it. Gradients in the sulfur-to-metal supply weaken it if they change which edge is slow. Atomic images of the interior and edge of several islands, or the sign of each island's second-harmonic field against a common reference beam, would test the claim directly.

The claim about merging needs one more condition. Two twins cannot join as one continuous lattice, for the reason given at the start. Two islands of equal orientation can, provided that their lattices also agree in translation; otherwise a boundary may remain without any rotation across it. Most of the computed values used here are collected in the numerical output below.

## Calculated quantities

```
Lattice constant (input): 0.316 nm
Symmetries kept, of 12 hexagon operations: 6
Two atomistic triangles, both with a corner at 90 deg, inradius 3 nm:
 lattice 0 deg: 496 Mo atoms, 525 S columns
  two-neighbour edge sites: 3 Mo, 90 S columns
 lattice 60 deg: 525 Mo atoms, 496 S columns
  two-neighbour edge sites: 90 Mo, 3 S columns
Cuts with S outermost on a Mo edge: 10 of 72
Slow and fast edge velocity (input): 5, 15 nm/s
First growth time (input): 100 s
Inradius of first S triangle: 500 nm
Side of first S triangle: 1732 nm
Corner direction, first triangle: 90 deg (mod 120)
Regular hexagon after exchange: 50 s
Hexagon side: 1443 nm
Full Mo triangle after exchange: 300 s
Same time from stepwise growth: 300.0 s
Side of final Mo triangle: 8660 nm
Corner direction, final triangle: 30 deg (mod 120)
Growth temperature (input): 1100 K
Thermal energy kT: 0.0948 eV
Nucleus energy difference (input): 0.20 eV
Twin fraction w: 0.108
Mo-edge fraction m = 0.1:
 twin share among majority pointing: 0.0133
 untwinned share among opposite pointing: 0.478
Mo-edge fraction m = 0.5:
 twin share among majority pointing: 0.1081
 untwinned share among opposite pointing: 0.892
Second harmonic, spot half on each island, relative to one crystal:
 perfect 60 deg twin: 0.0000
 twin with 1 deg misalignment: 0.00068
Scattering amplitudes Mo, S column (input): 1.0, 0.6
Opposite spots, real amplitudes: 0.760, 0.760
Relative phase eta (input): 0.2 rad
Opposite spots, lattice 0: 0.978, 0.565
Opposite spots, lattice 60: 0.565, 0.978
Neglected effects:
 5 nm larger inradius from seed delays reversal: 3.0 s
 reversal time if slow velocity is 10% higher: 375 s
 10% mid-edge lag, first triangle: sag 50 nm
 mean edge tilt from that sag: 3.3 deg
 velocity ratio 1.5, short/long side: 0.25
 twin fraction at 0.15 eV: 0.170
 twin fraction at 0.25 eV: 0.067
```
